# Two-Electron Darwin and Spin-Same-Orbit Terms from the Coulomb Repulsion, part 1

(Sections cited here and not found follow in the second part.)

## First half: from two Dirac electrons to Pauli operators

Two electrons repel each other through the instantaneous Coulomb interaction, and each has the kinetic energy of the Dirac equation. The problem is to find the operators, correct through order $\alpha^2$, that represent this repulsion in a description by two-component Pauli spinors.

Hartree atomic units are used, so that $\hbar=m=e=1$ and the speed of light is $c=1/\alpha$, with $\alpha$ the fine-structure constant. The Hamiltonian is

$$H=h_1+h_2+V,\qquad h_i=\beta_i c^2+c\,\boldsymbol\alpha_i\cdot\mathbf p_i,\qquad V=\frac1{r_{12}},$$

where $\mathbf r_{12}=\mathbf r_1-\mathbf r_2$ and $\mathbf p_i=-i\nabla_i$. For each electron

$$\beta=\begin{pmatrix}1&0\\0&-1\end{pmatrix},\qquad \boldsymbol\alpha=\begin{pmatrix}0&\boldsymbol\sigma\\ \boldsymbol\sigma&0\end{pmatrix},$$

with $2\times2$ blocks and Pauli matrices $\boldsymbol\sigma$. Matrices of different electrons commute.

Three assumptions hold throughout. The important momenta are of order 1, hence small against $c$, and $V$ is of order 1 as well. The state has both electrons at positive energy. The Breit interaction, which describes magnetic coupling and retardation and also contributes at order $\alpha^2$, is left out. An external potential, such as that of a nucleus, can be added; it is a one-electron operator, and its reduction follows from the same formulas.

### (a) The generator

An operator is called even in electron $i$ if it commutes with $\beta_i$, and odd if it anticommutes. Classify the terms of $H$. Find an operator $S$ such that $e^{S}He^{-S}$ no longer contains the odd terms of order $c$, and show that the transformation is unitary.

**Solution.** The rest energy $\beta_ic^2$ is even. The potential $V$ contains no Dirac matrix and is even in both electrons. The term

$$O_i=c\,\boldsymbol\alpha_i\cdot\mathbf p_i$$

is odd in electron $i$, because $\beta\boldsymbol\alpha=-\boldsymbol\alpha\beta$. Odd terms connect the upper and lower components, which have rest energies $+c^2$ and $-c^2$.

Try $S=S_1+S_2$ with

$$S_i=\frac{\beta_iO_i}{2c^2}=\frac{\beta_i\,\boldsymbol\alpha_i\cdot\mathbf p_i}{2c}.$$

Dropping the index, and using $\beta^2=1$ and $\beta O\beta=-O$,

$$[S,\beta c^2]=\tfrac12(\beta O\beta-\beta\beta O)=\tfrac12(-O-O)=-O.$$

The transformed Hamiltonian follows from the expansion

$$e^{S}He^{-S}=H+[S,H]+\tfrac12[S,[S,H]]+\dots$$

Its first commutator with the rest energy cancels $O$, as required.

Since $O$ is Hermitian, $(\beta O)^\dagger=O\beta=-\beta O$. Thus $S^\dagger=-S$, and $e^S$ is unitary. It preserves norms and energies. Moreover $[S_1,S_2]=0$, since the two operators act on different electrons. The transformation is therefore the product $e^{S_1}e^{S_2}$, in either order.

### (b) The kinetic energy

Transform a single $h=\beta c^2+O$ and keep every term through order $c^{-2}$.

**Solution.** Write $\mathrm{ad}(X)=[S,X]$. Since $\mathrm{ad}(\beta c^2)=-O$, the terms with $n$ commutators acting on $\beta c^2$ can be joined to those with $n-1$ commutators acting on $O$:

$$\frac{\mathrm{ad}^{n}(\beta c^2)}{n!}+\frac{\mathrm{ad}^{n-1}(O)}{(n-1)!}
=\left[\frac1{(n-1)!}-\frac1{n!}\right]\mathrm{ad}^{n-1}(O)=\frac{n-1}{n!}\,\mathrm{ad}^{n-1}(O).$$

The required commutators are

$$\mathrm{ad}(O)=\frac{\beta O^2-O\beta O}{2c^2}=\frac{\beta O^2}{c^2},$$

$$\mathrm{ad}^2(O)=\frac{\beta O\beta O^2-\beta O^2\beta O}{2c^4}=\frac{-O^3-O^3}{2c^4}=-\frac{O^3}{c^4},$$

$$\mathrm{ad}^3(O)=-\frac{\beta O^4-O^3\beta O}{2c^6}=-\frac{\beta O^4}{c^6}.$$

Each step moves $\beta$ to the left, with one change of sign for each factor $O$ that it passes. Because $(\boldsymbol\alpha\cdot\mathbf p)^2=p^2$, we have $O^2=c^2p^2$. The prefactors for $n=2,3,4$ are $1/2$, $1/3$ and $1/8$. Therefore

$$e^{S}he^{-S}=\beta\left(c^2+\frac{p^2}{2}-\frac{p^4}{8c^2}\right)-\frac{p^2\,\boldsymbol\alpha\cdot\mathbf p}{3c}+O(c^{-3}).$$

For $\beta=+1$ the bracket is the expansion of $c\sqrt{c^2+p^2}$. One odd term survives, but it is of order $1/c$ instead of $c$. Part (d) deals with it.

### (c) The repulsion

Transform $V$ through order $c^{-2}$. Identify the part that is even in both electrons, and name the parts that are not.

**Solution.** Each $S_i$ is of order $1/c$, so two commutators suffice:

$$e^SVe^{-S}=V+[S_1+S_2,V]+\tfrac12[S_1+S_2,[S_1+S_2,V]]+O(c^{-3}).$$

The single commutators are odd in one electron:

$$[S_i,V]=\frac{\beta_i[O_i,V]}{2c^2}.$$

They are of order $1/c$, because $O_i$ carries a factor $c$.

The double commutator has diagonal terms, with the same electron twice, and cross terms. Since $S_1$ and $S_2$ commute, the Jacobi identity gives $[S_1,[S_2,V]]=[S_2,[S_1,V]]$. Hence

$$\tfrac12[S,[S,V]]=\tfrac12\sum_i[S_i,[S_i,V]]+[S_1,[S_2,V]].$$

The last term is odd in electron 1 and odd in electron 2. It is of order $c^{-2}$, yet it has no matrix element between two states that both lie in the positive-energy block.

For a diagonal term put $X=[O,V]$, which is odd. Then

$$[S,[S,V]]=\frac{1}{4c^4}\left(\beta O\beta X-\beta X\beta O\right)=\frac{1}{4c^4}\left(-OX+XO\right)=-\frac{1}{4c^4}[O,[O,V]].$$

With the factor $\tfrac12$ from the expansion, the part even in both electrons is

$$V_{\rm even}=V-\frac1{8c^4}\sum_{i=1}^{2}[O_i,[O_i,V]]+O(c^{-4}).$$

Counting powers of $1/c$, which is legitimate for a smooth $V$, the error is of order $c^{-4}$ because three factors of $S$ give a term that is odd in at least one electron; the next even contribution contains four.

### (d) What the remaining odd terms do

After the transformation there are still odd terms of order $1/c$ and an odd-odd term of order $c^{-2}$. Estimate their effect on the energies of states with both electrons at positive energy. State when the estimate holds.

**Solution.** Let $A$ be the transformed Hamiltonian within the block $(++)$, where both electrons have $\beta_i=+1$. Let $D$ be the Hamiltonian in all other blocks and $B$ the coupling between the two spaces. The eigenvalue equation is

$$A\varphi+B\chi=E\varphi,\qquad B^\dagger\varphi+D\chi=E\chi.$$

The second equation gives $\chi=(E-D)^{-1}B^\dagger\varphi$. Inserted in the first, it yields

$$\left[A+B\,(E-D)^{-1}B^\dagger\right]\varphi=E\varphi.$$

The $(++)$ states lie near $2c^2$, the mixed blocks $(+-)$ and $(-+)$ near zero, and the block $(--)$ near $-2c^2$. The gaps are thus about $2c^2$ and $4c^2$.

The coupling to the mixed blocks is odd in one electron and of order $1/c$. If $V$ is smooth, so that its derivatives are of order 1, it changes the energy by an amount of order

$$\frac1c\cdot\frac1{2c^2}\cdot\frac1c\sim c^{-4}.$$

The odd-odd coupling to $(--)$ is of order $c^{-2}$ and contributes at order $c^{-2}\,c^{-2}/(4c^2)\sim c^{-6}$. The odd-odd term also links $(+-)$ with $(-+)$, which have equal rest energies. This mixing takes place inside $D$, still a distance $2c^2$ from the states of interest, and does no harm. These powers hold for a smooth potential. The Coulomb potential is singular, and the count changes. The coupling $[S_i,V]$ is of size $|\nabla V|/c=1/(c\,r_{12}^2)$, and its square, $1/(c^2r_{12}^4)$, cannot be integrated down to $r_{12}=0$. The expansion in $p/c$ stops at distances of order $1/c$, where $\int d^3r/r^4\sim c$, so $c^{-4}$ becomes $c^{-3}$. The odd-odd coupling is of size $1/(c^2r_{12}^3)$, and $\int d^3r/r^6\sim c^3$ turns $c^{-6}$ into $c^{-3}$ as well. Both contributions are proportional to the probability density for the two electrons to meet. They are still smaller than $c^{-2}$, so through order $c^{-2}$ the $(++)$ block can be used alone.

The change from $c^{-4}$ to $c^{-3}$ does not need a small gap: two electrons at rest that scatter to momenta $\pm\mathbf k$, one at positive and one at negative energy, reach a state whose energy without $V$ is zero, which is $2c^2$ away for every $k$. The estimates above use such energies without $V$ for the gaps. The full $D$ also contains $V$, and for the Coulomb repulsion its levels are not all far from $E$, even for an isolated pair. At total momentum zero the two Dirac energies of a mixed pair cancel for every $k$, so the pair can be compressed at no cost in kinetic energy. Its repulsion then grows without limit and reaches $2c^2$ at distances of order $1/c^2$. An external potential, such as that of a nucleus, opens a second way. It removes the conservation of total momentum, so that one electron may have a large positive energy and the other a negative energy, with a sum equal to that of the state considered. In both cases $E-D$ is no longer large, but momenta of order $c$ or more are needed, which lie outside the assumptions made here. The reduction is an expansion for states of low momentum, not a statement about the full spectrum of the Dirac-Coulomb Hamiltonian.

The estimate was tested by exact diagonalization of a small model: two one-dimensional Dirac particles on a ring, with seven plane waves each and a repulsion that stays finite at contact. The model has no spin, but it contains all the odd and odd-odd couplings. The table gives the largest error of the reduced Hamiltonian among the six lowest $(++)$ levels, relative to the Dirac levels of the same model, in hartree.

| $c$ | with double commutators | without |
|---|---|---|
| 30 | $4.84\times10^{-7}$ | $1.08\times10^{-4}$ |
| 60 | $3.03\times10^{-8}$ | $2.70\times10^{-5}$ |

Doubling $c$ lowers the error by factors of 15.99 and 4.00. These are the signatures of $c^{-4}$ and $c^{-2}$. The double commutators thus supply what is missing at order $c^{-2}$ in this model. Its repulsion and its momenta are bounded, so it tests the $c^{-4}$ estimate and says nothing about the Coulomb singularity.

The $c^{-3}$ terms found above are the effect of the other blocks only. They do not give the error of the reduced Hamiltonian relative to the Dirac levels, because at momenta of order $c$ the $(++)$ block itself departs from its expanded form. Take the pair at rest scattering to $\pm\mathbf k$, and define the blocks by exact free spinors. With $\mathcal E=c\sqrt{c^2+k^2}$, each electron goes to positive or negative energy with weight $w_\pm=(\mathcal E\pm c^2)/2\mathcal E$. The second-order sum over the four blocks is

$$\frac{w_+^2}{2c^2-2\mathcal E}+\frac{2w_+w_-}{2c^2}+\frac{w_-^2}{2c^2+2\mathcal E}=-\frac1{k^2}+\frac1{4c^2}.$$

This expression has no structure at $k\sim c$. In second order in $V$, the $c^{-3}$ term of the $(++)$ block therefore cancels those of the other blocks.

### (e) Pauli form for an arbitrary potential

Write the correction for one electron in the positive-energy block as an operator on two-component spinors. Separate the part without spin from the part with spin, for a general function $V(\mathbf r)$.

**Solution.** The matrix $\boldsymbol\alpha$ has $\boldsymbol\sigma$ in both off-diagonal blocks. A product of two factors $\boldsymbol\alpha\cdot\mathbf p$, with $V$ anywhere among them, therefore has the same product with $\boldsymbol\sigma\cdot\mathbf p$ in its upper diagonal block. With $O=c\,\boldsymbol\alpha\cdot\mathbf p$ and $c^2/c^4=\alpha^2$, the correction is

$$W=-\frac{\alpha^2}{8}\,[\boldsymbol\sigma\cdot\mathbf p,[\boldsymbol\sigma\cdot\mathbf p,V]].$$

Let $\mathbf G=\nabla V$. The product rule gives the inner commutator,

$$[\boldsymbol\sigma\cdot\mathbf p,V]=-i\,\boldsymbol\sigma\cdot\mathbf G.$$

For the outer one, use $(\boldsymbol\sigma\cdot\mathbf a)(\boldsymbol\sigma\cdot\mathbf b)=\mathbf a\cdot\mathbf b+i\boldsymbol\sigma\cdot(\mathbf a\times\mathbf b)$, which holds for operators if their order is kept:

$$[\boldsymbol\sigma\cdot\mathbf p,\boldsymbol\sigma\cdot\mathbf G]=(\mathbf p\cdot\mathbf G-\mathbf G\cdot\mathbf p)+i\boldsymbol\sigma\cdot(\mathbf p\times\mathbf G-\mathbf G\times\mathbf p).$$

Acting on a function $\psi$, the scalar part is

$$\mathbf p\cdot(\mathbf G\psi)-\mathbf G\cdot\mathbf p\,\psi=-i(\nabla\cdot\mathbf G)\psi=-i(\nabla^2V)\psi.$$

For the vector part,

$$\mathbf p\times(\mathbf G\psi)=-i(\nabla\times\mathbf G)\psi-i(\nabla\psi)\times\mathbf G=+i\,\mathbf G\times\nabla\psi=-\mathbf G\times\mathbf p\,\psi.$$

Here the curl of a gradient vanishes, exchanging the factors of the cross product changes its sign, and $\nabla=i\mathbf p$. The vector bracket is therefore $-2\,\mathbf G\times\mathbf p$, and

$$[\boldsymbol\sigma\cdot\mathbf p,\boldsymbol\sigma\cdot\mathbf G]=-i\nabla^2V-2i\,\boldsymbol\sigma\cdot(\nabla V\times\mathbf p).$$

Multiplication by the factor $-i$ of the inner commutator gives

$$[\boldsymbol\sigma\cdot\mathbf p,[\boldsymbol\sigma\cdot\mathbf p,V]]=-\nabla^2V-2\,\boldsymbol\sigma\cdot(\nabla V\times\mathbf p).$$

The correction is finally

$$W=\frac{\alpha^2}{8}\nabla^2V+\frac{\alpha^2}{4}\,\boldsymbol\sigma\cdot(\nabla V\times\mathbf p).$$

The first term is the Darwin term and the second the spin-orbit term. A symbolic test confirms this identity for an arbitrary smooth potential and an arbitrary spinor.

The Darwin term has a simple reading. If a point charge is replaced by an isotropic distribution with mean-square displacement $\langle\delta r^2\rangle$, the leading change of its potential energy is $\tfrac12\sum_{jk}\langle\delta r_j\delta r_k\rangle\partial_j\partial_kV=\tfrac16\langle\delta r^2\rangle\nabla^2V$. Comparison with $\tfrac{\alpha^2}8\nabla^2V$ gives $\langle\delta r^2\rangle=\tfrac34\alpha^2$. Apart from the spin-orbit term, which is of the same order, the electron responds to the potential as if it were spread over a distance of about $\alpha$ bohr, which is the reduced Compton wavelength.

## Second half: the Coulomb operators and a worked example

The notation is as before: atomic units, $\alpha=1/c$, $\mathbf r_{12}=\mathbf r_1-\mathbf r_2$, $\mathbf p_i=-i\nabla_i$, and $\mathbf s_i=\boldsymbol\sigma_i/2$ for the spins. For two electrons of positive energy and low momentum, the first half showed that an interaction $V$ acquires through order $\alpha^2$ the correction $W_1+W_2$, where

$$W_i=-\frac{\alpha^2}{8}[\boldsymbol\sigma_i\cdot\mathbf p_i,[\boldsymbol\sigma_i\cdot\mathbf p_i,V]]
=\frac{\alpha^2}{8}\nabla_i^2V+\frac{\alpha^2}{4}\boldsymbol\sigma_i\cdot(\nabla_iV\times\mathbf p_i).$$

The Breit interaction is not included.

### (f) The operators of the Coulomb repulsion

Insert $V=1/r_{12}$. Treat the point $\mathbf r_1=\mathbf r_2$ with care, and give the contact operator and the spin-dependent operator for the pair.

For two electrons of positive energy and low momentum, this part has derived the correction $W_1+W_2$ that an interaction $V$ acquires through order $\alpha^2$, and has separated it into Darwin and spin-orbit terms. It remains to solve part (f) by inserting $V=1/r_{12}$, to check the resulting operators against free Dirac spinors, and to evaluate them for a 1s and a 2p electron.
